# Why surface stress shifts a spherical cavity wall by a fixed distance

A calculation of a population of nanovoids has to decide how to treat elastic relaxation of the void walls: solve a new problem for each radius, or apply one inward offset to all of them. For a spherical void in a large, otherwise unstressed isotropic solid, one offset, $f/(2\mu)$, serves every radius. Whether it remains adequate in a real film depends on the size of the other contributions, which are isolated and weighed below.

## The quantities and the reference state

The cavity has radius $a$. The solid has shear modulus $\mu$ and bulk modulus $K$. The surface stress $f$ is the force per unit length acting across a line in the wall, taken as uniform and isotropic. It measures the work of stretching an existing surface with its atoms fixed in number. The surface energy $\gamma$ measures the work of creating new surface. For a solid the two generally differ, and elastic relaxation is driven by $f$.

Displacement $u(r)$ is radial, positive outward, and measured from the state in which $f$ is switched off. Tensile stress is positive. Strains are small, which requires $f/(\mu a)\ll1$. At first the cavity is empty, there is no stress at infinity, $f$ does not change with strain, and no atoms diffuse.

## Contribution 1: the load from the curved surface

Cut the wall layer into two hemispheres and consider one of them. The other half pulls on its rim, of length $2\pi a$, with total force $2\pi a f$. The surrounding solid pulls the layer outward with traction $\sigma_{rr}(a)$. The component of that traction along the symmetry axis sums to $\sigma_{rr}(a)$ times the projected area $\pi a^2$. Balance requires

$$\pi a^2\sigma_{rr}(a)=2\pi a f \quad\Rightarrow\quad \sigma_{rr}(a)=\frac{2f}{a}.$$

For $f>0$ the layer pulls the solid toward the cavity centre, and it pulls harder when the cavity is small.

## Contribution 2: the resistance of the solid

The strains are $\varepsilon_{rr}=u'$ and $\varepsilon_{\theta\theta}=\varepsilon_{\phi\phi}=u/r$, so the relative volume change is $\Delta=u'+2u/r$. With $\lambda=K-2\mu/3$,

$$\sigma_{rr}=\lambda\Delta+2\mu u',\qquad \sigma_{\theta\theta}=\lambda\Delta+2\mu\frac{u}{r}.$$

Radial equilibrium, $\sigma_{rr}'+2(\sigma_{rr}-\sigma_{\theta\theta})/r=0$, becomes

$$\lambda\Delta'+2\mu\left(u''+\frac{2u'}{r}-\frac{2u}{r^2}\right)=0.$$

The bracket is $\Delta'$, so $(\lambda+2\mu)\Delta'=0$ and $\Delta$ is a constant, written $3B$. Since $\Delta=(r^2u)'/r^2$, one integration gives

$$u=Br+\frac{A}{r^2},\qquad \sigma_{rr}=3KB-\frac{4\mu A}{r^3}.$$

No stress at infinity means $B=0$. Then $\Delta=0$ everywhere: each element of the solid changes shape without changing volume. This is why $K$ has no influence on the result.

At the wall $A=a^2u(a)$, and therefore

$$\sigma_{rr}(a)=-\frac{4\mu}{a}\,u(a).$$

The stiffness, traction per displacement, is $4\mu/a$. A given displacement strains a large cavity less than a small one, so the large cavity resists it less per unit wall area.

## Load against resistance

Equating the two expressions for the wall stress gives

$$-\frac{4\mu}{a}u(a)=\frac{2f}{a}\quad\Rightarrow\quad \boxed{u(a)=-\frac{f}{2\mu}}.$$

Load and stiffness both fall as $1/a$, and their ratio does not depend on radius. The strain and stresses still do: $u(a)/a=-f/(2\mu a)$, $\sigma_{rr}(a)=2f/a$, and $\sigma_{\theta\theta}(a)=2\mu u(a)/a=-f/a$.

The energy shows the same cancellation. With $\Delta=0$ the elastic energy density is $\mu(\varepsilon_{rr}^2+2\varepsilon_{\theta\theta}^2)=6\mu A^2/r^6$, and

$$\int_a^\infty 4\pi r^2\,\frac{6\mu A^2}{r^6}\,dr=\frac{8\pi\mu A^2}{a^3}=8\pi\mu a u^2,$$

where $u$ now denotes $u(a)$. The wall area changes by $8\pi a u$ to first order, so

$$E(u)=8\pi a f u+8\pi\mu a u^2.$$

Both terms are proportional to $a$, so the position of the minimum is independent of $a$. Setting $dE/du=0$ returns $u=-f/(2\mu)$, with $E=-2\pi f^2a/\mu$. The omitted second-order area term, $4\pi f u^2$, is smaller than the elastic term by the factor $f/(2\mu a)$.

## Two comparison cases

**A solid sphere of radius $R$.** Its surface squeezes the interior, so $\sigma_{rr}(R)=-2f/R$. Regularity at the centre requires $A=0$, leaving $3KB=-2f/R$ and

$$u(R)=BR=-\frac{2f}{3K}.$$

This shift is also independent of radius, but the sphere is compressed uniformly and $K$ governs it.

**Gas in the cavity.** A pressure $p$ acting alone sets $\sigma_{rr}(a)=-p$. Then $-4\mu u/a=-p$, and $u=pa/(4\mu)$. The stiffness is unchanged. If the pressure is the same in every void, this load does not fall with radius, and the shift grows with $a$. In a bubble whose pressure balances its surface energy, $p=2\gamma/a$, the load does fall as $1/a$, and the outward shift is $\gamma/(2\mu)$ at every radius.

## Numbers for voids in aluminium

Aluminium suits the isotropic model because its elastic anisotropy is weak. The example sets $f=1$ N/m and, as model inputs of typical size rather than measured data, the cubic constants $C_{11},C_{12},C_{44}=107,61,28$ GPa. These give $K=(107+2\times61)/3=76.3$ GPa. The two cubic shear moduli are $C_{44}$ and $C'=(C_{11}-C_{12})/2=23$ GPa, and their Voigt average is

$$\mu=\frac{2C'+3C_{44}}{5}=\frac{46+84}{5}=26\ \text{GPa}.$$

Since 1 N/m equals 1 GPa nm,

$$u(a)=-\frac{1}{2\times26}\ \text{nm}=-0.0192\ \text{nm}=-19.2\ \text{pm}.$$

For $a=2$, 5 and 20 nm the hoop strain at the wall is $-0.96\,\%$, $-0.38\,\%$ and $-0.10\,\%$, and the radial wall stress is 1.0, 0.4 and 0.1 GPa. The radial strain at the wall is positive and has twice the magnitude of the hoop strain. At 5 nm, the surface term in $E$ is $-15.1$ eV and the elastic term $+7.5$ eV, a net $-7.5$ eV.

A numerical minimization of the energy over radial displacements, without assuming $A/r^2$ or $\Delta=0$, gave $-0.01923$ nm at all three radii, with a stress-free outer boundary placed at 4000 nm. Changing $K$ to 10 or 1000 GPa at $a=5$ nm left these digits unchanged.

## What competes with the offset

**Surface elasticity.** Let the surface stress vary as $f+2K_s u/a$, where $2u/a$ is the relative area change and $K_s$ a surface modulus. The wall balance becomes

$$-\frac{4\mu u}{a}=\frac{2}{a}\left(f+\frac{2K_su}{a}\right).$$

Multiplying by $a$ and collecting $u$ gives $-4(\mu+K_s/a)u=2f$, hence

$$u=-\frac{f}{2(\mu+K_s/a)},\qquad \mu+\frac{K_s}{a}>0.$$

The inequality keeps the equilibrium stable against a uniform radial displacement; it does not exclude short-wavelength ripples when $K_s$ is negative. The new length $K_s/\mu$ breaks the independence of radius. With $K_s=\pm5$ N/m, a rough size whose sign is left open, the inward shift at 2 nm changes by $-9\,\%$ or $+11\,\%$. At 20 nm the change is about $1\,\%$.

**A nearby free boundary.** Let the solid end at radius $b$, where $\sigma_{rr}(b)=0$, and ignore surface stress on that outer face. With $\phi=(a/b)^3$, the outer condition gives $3KB=4\mu A\phi/a^3$. The inner one gives $-4\mu A(1-\phi)/a^3=2f/a$, so $A=-fa^2/[2\mu(1-\phi)]$. Substituting both into $u(a)=Ba+A/a^2$,

$$u(a)=-\frac{f}{2\mu}\,\frac{1+4\mu\phi/(3K)}{1-\phi}.$$

The inward shift grows by $21\,\%$ for $b=2a$ and by $1.2\,\%$ for $b=5a$. These figures cover only the missing material beyond $b$. If the outer face has the same surface stress $f$, it also compresses the solid, and the total inward shift at $b=5a$ is 25.1 pm for the aluminium inputs with $a=2$ nm. In a flat film of thickness $h$ that is free to contract in its plane, the two faces produce a mean stress of $-4f/(3h)$, which adds about 1.9 pm of inward shift at $h=10a$ when averaged over directions; since this stress is biaxial, the added shift is about 4.2 pm inward in the film plane and 2.9 pm outward along the normal. If the film's edges are held, this stress does not arise. Where present, it belongs with the film stress treated next. For the spherical body, the total shift is independent of $a$ at fixed $b/a$, but not at fixed $b$.

**Stress in the surrounding film.** A remote hydrostatic tension $S$ sets $3KB=S$. With its wall condition $\sigma_{rr}(a)=0$, $A=Sa^3/(4\mu)$, and the added displacement is

$$u_S=Sa\left(\frac{1}{3K}+\frac{1}{4\mu}\right).$$

For $S=100$ MPa this is $+2.8$ pm at 2 nm and $+28$ pm at 20 nm. It grows by $6.99/5=1.40$ pm per nm of radius, so it cancels the surface-stress shift at $a\approx19.2/1.40\approx14$ nm. Larger voids then have a net outward displacement.

A film free to move along its normal carries a mainly biaxial stress, not a hydrostatic one. In an isotropic linear solid, however, the radial wall displacement averaged over all directions is a rotation-invariant linear function of the remote stress, so it depends on the trace alone. A biaxial stress of 150 MPa has mean stress 100 MPa and gives the same average displacement, together with a change of shape. That change is not small: at $a=20$ nm this stress moves the wall outward by about 64 pm in the film plane and inward by about 44 pm along the normal, around the average of $+28$ pm.

The signed displacements, in pm, compare as follows:

| Contribution | $a=2$ nm | $a=20$ nm |
|---|---:|---:|
| Constant surface stress | $-19.2$ | $-19.2$ |
| Correction for $K_s=+5$ N/m | $+1.7$ | $+0.2$ |
| Correction for $b=5a$, outer face without surface stress | $-0.2$ | $-0.2$ |
| Remote tension, 100 MPa | $+2.8$ | $+28.0$ |
| Gas at 1 atm | $+0.002$ | $+0.02$ |

**Crystal anisotropy.** Energy bounds limit this error. In a cubic crystal under the fixed wall load $2f/a$, the minimum energy is half the load term, $-4\pi a f|\bar u|$, where $\bar u$ is the wall-averaged radial displacement.

The isotropic field $A/r^2$ is an allowed trial field, with strain $(A/r^3)(I-3nn)$ for radial direction $n$. For a traceless strain the cubic energy density is $C'\sum_i\varepsilon_{ii}^2+2C_{44}\sum_{i<j}\varepsilon_{ij}^2$. The directional averages $\langle n_i^4\rangle=1/5$ and $\langle n_i^2n_j^2\rangle=1/15$ for $i\ne j$ turn the two sums into $12/5$ and $9/5$, times $A^2/r^6$. The mean density is thus $6\mu A^2/r^6$ with the Voigt $\mu$ above. The lowest trial energy, $-2\pi f^2a/\mu$, cannot lie below the true minimum, so $|\bar u|\ge f/(2\mu)$.

Conversely, the isotropic stress field $-(fa^2/r^3)(I-3nn)$ is in equilibrium and carries the wall load $2f/a$ whatever the elastic constants, so it is an allowed trial stress. For a traceless stress the cubic energy density is $\sum_i\sigma_{ii}^2/(4C')+\sum_{i<j}\sigma_{ij}^2/(2C_{44})$. The same averages give a mean density $3f^2a^4/(2\mu_R r^6)$, with the Reuss modulus $\mu_R=5/(2/C'+3/C_{44})=25.8$ GPa, and integrating over the solid gives $2\pi f^2a/\mu_R$. By the principle of minimum complementary energy, the true stored energy $4\pi a f|\bar u|$ cannot exceed this, so $|\bar u|\le f/(2\mu_R)$. The mean inward shift lies between 19.2 and 19.4 pm, within $1\,\%$ of the isotropic value.

**Finite strain.** An incompressible neo-Hookean solid serves as an estimate. If a shell moves from radius $\rho$ to $r$, its hoop stretch is $q=r/\rho$, and volume conservation makes its radial stretch $q^{-2}$. The stress difference is $\sigma_{\theta\theta}-\sigma_{rr}=\mu(q^2-q^{-4})$. Integrating radial equilibrium from the deformed wall radius $a_1$ to infinity gives

$$\frac{2f}{a_1}=2\mu\int_{a_1}^{\infty}\frac{q^{-4}-q^2}{r}\,dr.$$

With $f$ held fixed per deformed length, its numerical solution reduces the inward shift by $0.7\,\%$ at an initial radius of 2 nm. This value belongs to the neo-Hookean model. The nonlinear elasticity of aluminium itself can change both its size and its sign, so a correction of a few per cent in either direction should be allowed for at this radius.

## When the wall also moves by diffusion

Elastic displacement keeps the same atoms around the void. In an otherwise unstressed solid, vacancy diffusion removes void volume, and $\gamma$ drives it. A remote tension $S$ opposes the shrinkage: if the vacancy sources feel the same tension, voids larger than about $2\gamma/S$ grow instead, which is 20 nm for $\gamma=1$ J/m² and $S=100$ MPa. The estimate below takes $S=0$. Emitting one vacancy of volume $\Omega$ reduces the wall area by $2\Omega/a$ and the energy by $2\gamma\Omega/a$. The equilibrium vacancy concentration at the wall is therefore raised by the factor $\exp[2\gamma\Omega/(ak_BT)]$ over its value far away.

Steady diffusion from a sphere carries a volume flow of $4\pi aD$ times the relative excess, where $D$ is the self-diffusion coefficient with its correlation factor set to one. Dividing by the wall area $4\pi a^2$,

$$\frac{da}{dt}=-\frac{D}{a}\left[\exp\left(\frac{2\gamma\Omega}{ak_BT}\right)-1\right].$$

Take the illustrative inputs $\gamma=1$ J/m², $\Omega=0.0166$ nm³ and $D=10^{-5}\exp(-1.3\ \text{eV}/k_BT)$ m²/s. A 5 nm void then shrinks by 19 pm in about $2\times10^7$ s at 300 K, but in about 100 s at 400 K. An error of 0.1 eV in the activation energy changes these times by factors of about 48 and 18, respectively. They illustrate the strong effect of temperature and do not predict the lifetime of a real void.

## Using the offset in a real film

The inputs are typical in size for aluminium, but the void is idealized. A real nanovoid may have facets, edges and a contaminated wall, so that $f$ is neither uniform nor equal to 1 N/m; the shift scales in proportion to a uniform $f$. Rearrangement of the outermost atomic layers is also outside the model. Heating by 100 K, with a rough softening of $0.05\,\%$ per kelvin, raises the inward shift to 20.2 pm. The maximum wall shear stress at 2 nm, $3f/(2a)=0.75$ GPa, is below the simple ideal-strength estimate $\mu/(2\pi)=4.1$ GPa, though dislocations already present could move at lower stress.

Among the elastic effects sized here, remote stress does most to spoil a common offset for the larger voids. For this parameter set, with free boundaries at least about five radii away and voids sparse enough to act independently, $f/(2\mu)$ can be applied at every radius as the surface-stress part of the displacement. The allowances are up to $1\,\%$ at every radius for crystal anisotropy and, at 2 nm, about $10\,\%$ for surface elasticity and a few per cent for finite strain. The interaction between closely spaced voids is not included in them. The film-stress part, including any stress produced by the surface stress of the film's own faces, must be added separately for each radius and, if that stress is biaxial, for each direction. At 400 K the void radius itself must be treated as changing in time.

## Calculated quantities

```
INPUTS (rough values for aluminium)
surface stress f = 1.00 N/m; surface energy = 1.00 J/m^2
C11, C12, C44 = 107, 61, 28 GPa
shear modulus mu (Voigt) = 26.00 GPa; bulk modulus K = 76.33 GPa
formula wall shift -f/(2 mu) = -0.01923 nm = -19.23 pm
CAVITY, finite-element energy minimum
a =    2 nm: u = -0.01923 nm, u/a = -0.962 %, radial 1.000 GPa, hoop -0.500 GPa
   wall stiffness 4 mu/a = 52.00 GPa/nm
a =    5 nm: u = -0.01923 nm, u/a = -0.385 %, radial 0.400 GPa, hoop -0.200 GPa
   wall stiffness 4 mu/a = 20.80 GPa/nm
a =   20 nm: u = -0.01923 nm, u/a = -0.096 %, radial 0.100 GPa, hoop -0.050 GPa
   wall stiffness 4 mu/a = 5.20 GPa/nm
a = 5 nm with K = 10 GPa: u = -0.01923 nm
a = 5 nm with K = 1000 GPa: u = -0.01923 nm
mesh shift, 2000 to 4000 elements = 5.4e-08 nm
ENERGY at a = 5 nm
surface work -15.083 eV, elastic energy 7.542 eV, sum -7.542 eV
CONTRASTS
solid sphere, radius 2 nm: u = -0.00873 nm
solid sphere, radius 20 nm: u = -0.00873 nm
gas at 1 atm, a = 2 nm: u = 1.95e-06 nm
gas at 1 atm, a = 20 nm: u = 1.95e-05 nm
NEGLECTED EFFECTS
surface modulus +5 N/m (rough size), a = 2 nm: u = -0.01754 nm (-8.8 %)
surface modulus +5 N/m (rough size), a = 20 nm: u = -0.01905 nm (-1.0 %)
surface modulus -5 N/m (rough size), a = 2 nm: u = -0.02128 nm (+10.6 %)
surface modulus -5 N/m (rough size), a = 20 nm: u = -0.01942 nm (+1.0 %)
outer radius b = 2 a: u = -0.02323 nm (+20.8 %)
outer radius b = 5 a: u = -0.01946 nm (+1.2 %)
remote tension 100 MPa, a = 2 nm: added u = +0.00280 nm
remote tension 100 MPa, a = 5 nm: added u = +0.00699 nm
remote tension 100 MPa, a = 20 nm: added u = +0.02796 nm
finite strain, a = 2 nm: change of shift = -0.72 %
cubic crystal: mean inward shift between 0.01923 and 0.02174 nm (C' = 23.0 GPa)
softening 0.05 %/K (rough), 100 K hotter: u = -0.02024 nm
wall shear stress, a = 2 nm: 0.750 GPa; ideal strength mu/(2 pi) = 4.14 GPa
diffusion inputs (rough): D0 = 1e-05 m^2/s, Q = 1.3 eV, atomic volume = 0.0166 nm^3
T = 300 K, a = 5 nm: shrinkage 1.15e-09 nm/s, equals elastic shift after 1.67e+07 s
T = 400 K, a = 5 nm: shrinkage 1.94e-04 nm/s, equals elastic shift after 9.89e+01 s
```
